# Drude weight of Hubbard rings from ground-energy curvature under flux

## Result and its scope

Thread a magnetic flux $\Phi$ through a ring of $L$ sites and let $E_0(\phi)$ be its ground energy as a function of the phase $\phi=e\Phi/\hbar$. The weight of the zero-frequency peak in the conductivity is fixed by the energy

$$\mathcal D=L\,\frac{d^2E_0}{d\phi^2}, \qquad \mathrm{Re}\,\sigma(\omega)=\frac{\pi e^2a}{\hbar^2}\,\mathcal D\,\delta(\omega)+\sigma_{\rm reg}(\omega), \tag{1}$$

where $a$ is the site spacing and $\sigma$ is the conductivity of a single chain (current divided by field). The curvature is taken at the flux where the free-electron shell is closed. For six sites and six electrons this is $\phi=0$.

With hopping $t=0.4$ eV, $\mathcal D$ of the half-filled six-site Hubbard ring falls from 533 meV at $U=0$ to 27.3 meV at $U=3.5$ eV and 1.95 meV at $U=6.4$ eV. It does not vanish at any of these values. Kohn's criterion calls a system an insulator when $\mathcal D\to0$ as $L\to\infty$, so a single ring shows a crossover and cannot by itself establish insulation. The dependence on $L$ supplies the missing evidence: at $U=3.5$ eV, each pair of added sites divides $\mathcal D$ by a little more than four.

## From flux to conductivity

The Hamiltonian is

$$H(\phi)=-t\sum_{j,s}\left(e^{i\kappa}c^\dagger_{j+1,s}c_{j,s}+\text{h.c.}\right)+U\sum_j n_{j\uparrow}n_{j\downarrow},\qquad \kappa=\frac{\phi}{L}. \tag{2}$$

Only the total phase matters. Substitute $c_j=e^{i\kappa j}d_j$ for $j=0,\dots,L-1$. On an ordinary bond, $c^\dagger_{j+1}c_j=e^{-i\kappa}d^\dagger_{j+1}d_j$, which cancels the phase. On the closing bond, $c_0^\dagger c_{L-1}=e^{i\kappa(L-1)}d_0^\dagger d_{L-1}$, and the total factor is $e^{i\kappa L}=e^{i\phi}$. Diagonalizing both forms at $\phi=0.7$ gave ground energies equal to within $10^{-10}$ eV.

Write $F=\sum_{j,s}c^\dagger_{j+1,s}c_{j,s}$ for the forward hops. Expanding $H$ in $\kappa$ gives

$$H(\kappa)=H+\kappa J-\tfrac12\kappa^2K+\dots,\quad J=-it(F-F^\dagger),\quad K=-t(F+F^\dagger). \tag{3}$$

A uniform vector potential $A$ gives $\kappa=eaA/\hbar$. The current is $I=-(La)^{-1}\langle\partial H/\partial A\rangle=-(e/\hbar L)\langle\partial H/\partial\kappa\rangle$. The sign of the electron charge drops out, because the result contains $e^2$. For a field $\mathcal E e^{-i\omega t}$, $\mathcal E=-\partial A/\partial t$ gives $A=\mathcal E/(i\omega)$.

To first order, $\partial H/\partial\kappa=J-\kappa K$. Let $\Delta_n=E_n-E_0$ and $J_n=\langle n|J|0\rangle$. Time-dependent perturbation theory for the term $\kappa J$ then gives

$$\langle\partial H/\partial\kappa\rangle=\kappa\Big[\langle -K\rangle-\sum_{n\neq0}|J_n|^2\frac{2\Delta_n}{\Delta_n^2-\hbar^2\omega^2}\Big]. \tag{4}$$

There is no constant term. In the real basis of site occupations $H(\phi)^*=H(-\phi)$, so $E_0(\phi)=E_0(-\phi)$ and $\langle J\rangle=0$. Inserting $\kappa=ea\mathcal E/(i\hbar\omega)$,

$$\sigma(\omega)=\frac{ie^2a}{\hbar^2L\,\omega}\Big[\langle -K\rangle-\sum_{n\neq0}|J_n|^2\frac{2\Delta_n}{\Delta_n^2-\hbar^2\omega^2}\Big]. \tag{5}$$

The pole at $\omega=0$ has the coefficient obtained by setting $\omega=0$ in the bracket. That bracket is also the second-order perturbation formula for $d^2E_0/d\kappa^2$. Since $d/d\kappa=L\,d/d\phi$,

$$\mathcal D=\frac1L\frac{d^2E_0}{d\kappa^2}=L\frac{d^2E_0}{d\phi^2}=\frac1L\Big[\langle -K\rangle-2\sum_{n\neq0}\frac{|J_n|^2}{\Delta_n}\Big]. \tag{6}$$

Replacing $\omega$ by $\omega+i0$ and using $\mathrm{Re}\,[i/(\omega+i0)]=\pi\delta(\omega)$ yields (1).

The subtracted sum is absorption at finite frequency. To see this, split

$$\frac{2\Delta_n}{\Delta_n^2-\hbar^2\omega^2}=\frac2{\Delta_n}+\frac{2\hbar^2\omega^2}{\Delta_n(\Delta_n^2-\hbar^2\omega^2)}.$$

The second part produces peaks at $\hbar\omega=\pm\Delta_n$:

$$\sigma_{\rm reg}=\frac{\pi e^2a}{\hbar L}\sum_{n\neq0}\frac{|J_n|^2}{\Delta_n}\left[\delta(\hbar\omega-\Delta_n)+\delta(\hbar\omega+\Delta_n)\right].$$

Integrated over all $\omega$, this is $(\pi e^2a/\hbar^2)(2/L)\sum|J_n|^2/\Delta_n$. The Drude and finite-frequency parts therefore add up to $(\pi e^2a/\hbar^2)\langle-K\rangle/L$.

## Algorithm

1. List the $\binom63=20$ placements of three electrons for each spin. Their products form a basis of 400 states.
2. Build the forward hops. A hop takes the sign $(-1)^m$, where $m$ is the number of electrons of the same spin on sites between the two ends in the site ordering. The closing hop passes two electrons, so its sign is positive.
3. Add $U$ times the number of doubly occupied sites on the diagonal. Find $E_0$ at $\phi=0,h,2h$ with $h=0.1$.
4. Form

$$\mathcal D_h=L\,\frac{-2E_0(2h)+32E_0(h)-30E_0(0)}{12h^2}. \tag{7}$$

The weights follow from the even expansion $E_0(\phi)=E_0(0)+c_2\phi^2/2+c_4\phi^4/24+c_6\phi^6/720+\dots$. The constants cancel. The quadratic terms give $(-4+16)c_2h^2=12c_2h^2$, and the quartic terms give $(-32+32)c_4h^4/24=0$.

For $U=3.5$ eV the energies are $-0.754260799$, $-0.754238040$ and $-0.754169985$ eV. Relative to the first, the other two lie higher by $2.2759\times10^{-5}$ and $9.0814\times10^{-5}$ eV. Hence

$$\mathcal D=6\,\frac{32(2.2759)-2(9.0814)}{0.12}\times10^{-5}\ \text{eV}=27.33\ \text{meV}.$$

## Error analysis

**Truncation.** The sixth-order terms leave $(-128+32)c_6h^6/720$ in the numerator of (7), so the curvature is in error by $-c_6h^4/90$. If the flux dependence is a single harmonic, $E_0=\text{const}-B\cos\phi$, then $c_6=c_2$ and the relative error is $-h^4/90\approx-1.1\times10^{-6}$. The simpler formula $2L[E_0(h)-E_0(0)]/h^2$ has relative error $-h^2/12\approx-8\times10^{-4}$ in the same case. With the energies above it gives 27.31 meV, which shows this deficit.

**Rounding.** If each energy has an error of at most $\epsilon$, (7) has an error of at most $L(2+32+30)\epsilon/(12h^2)=3200\,\epsilon$. The printed energies have $\epsilon=5\times10^{-10}$ eV, so the hand calculation is good to 0.002 meV. In double precision, with matrix entries up to about 10 eV, reordering the basis changes the computed ground energy by roughly $3\times10^{-15}$ to $3\times10^{-14}$ eV, depending on the numerical library, and $\mathcal D$ by a few times $10^{-12}$ up to about $10^{-10}$ eV.

**Choice of step.** For a single harmonic and $L=6$, the bound on the total error is $\mathcal Dh^4/90+32\epsilon/h^2$. Its minimum satisfies $4\mathcal Dh^3/90=64\epsilon/h^3$, or $h^6=1440\,\epsilon/\mathcal D$. With $\epsilon=3\times10^{-14}$ eV and $\mathcal D=27$ meV this gives $h\approx0.034$. The larger step used here is limited by truncation, at a level that does not matter.

**Independent evaluation.** Formula (6) uses excited states at zero flux and no differencing. At each $U$ in the sweep it agreed with (7) within $10^{-5}$ of $\mathcal D$ plus $10^{-9}$ eV. Its weakness is cancellation: at $U=6.4$ eV the result is 1.4% of $\langle-K\rangle/L$, so about two digits are lost in the subtraction.

## Suppression at six sites

With $t$ and $L$ fixed, the results are:

| $U$ (eV) | $\mathcal D$ (meV) | $\langle-K\rangle/L$ (meV) | Drude share |
|---|---|---|---|
| 0 | 533.3 | 533.3 | 1 |
| 0.8 | 463.3 | 505.3 | 0.917 |
| 1.6 | 261.1 | 422.3 | 0.618 |
| 2.4 | 102.8 | 329.4 | 0.312 |
| 3.5 | 27.3 | 242.3 | 0.113 |
| 6.4 | 1.95 | 139.5 | 0.014 |

Two things happen together. The total weight falls because repulsion hinders hopping, and a growing share of what remains moves to finite frequency. At $U=3.5$ eV the total is still 45% of its free value, but the Drude part is only 5%.

### Free electrons and small $U$

At $U=0$ the levels are $-2t\cos(k-\kappa)$. For the closed shell $k=0,\pm\pi/3$, the sine terms cancel and $\sum\cos k=2$. With two spins, $E_0=-8t\cos(\phi/6)$, so $\mathcal D=6\cdot8t/36=4t/3=533$ meV.

For other even $L$ at half filling, the $L/2$ occupied levels are spaced by $2\pi/L$ symmetrically about the band minimum. Their cosines sum to $1/\sin(\pi/L)$, and

$$\mathcal D_{U=0}=\frac{4t}{L\sin(\pi/L)}. \tag{8}$$

When $L$ is a multiple of four, the symmetric filling occurs at $\phi=\pi$, and the curvature is taken there.

The first-order energy is $U\sum_j\langle n_{j\uparrow}\rangle\langle n_{j\downarrow}\rangle=UL/4$. It does not depend on flux, since each plane wave has uniform density. The drop in $\mathcal D$ therefore begins at order $U^2$. Doubling $U/t$ from 0.05 to 0.10 multiplied the drop by a factor between 3.7 and 4.3, consistent with the expected 4.

### Large $U$

For $U\gg t$ the low states have one electron per site. Suppose bond $j$ is crossed by a net number $m_j$ of forward hops. The charge on site $j+1$ changes by $m_j-m_{j+1}$, so a return to single occupation requires all $m_j$ to be equal. The phase collected is then $e^{im\phi}$. The lowest flux-dependent process for $L=6$ has one forward hop on each of the six bonds, in any order.

No shorter part of such a sequence returns to the singly occupied states. The subtraction terms of degenerate perturbation theory, which need such a return, are therefore absent. Let $|s\rangle$ be the ground state of the spin exchange generated at second order, $d$ the number of doubly occupied sites, and $Q$ the projector onto $d>0$. Six hop factors $-t$ and five energy denominators $-1/(Ud)$ give the coefficient of $e^{i\phi}$:

$$-\frac{t^6}{U^5}\,w,\qquad w=\langle s|F\left(Qd^{-1}F\right)^5|s\rangle.$$

The backward process adds the complex conjugate. Thus $E_0$ contains $-2w(t^6/U^5)\cos\phi$, and

$$\mathcal D\to C\,\frac{t^6}{U^5},\qquad C=12w=6077. \tag{9}$$

Corrections are smaller by $(t/U)^2$, from two extra hops or from the next term in the spin Hamiltonian. Diagonalization gives $\mathcal DU^5/t^6=5969$ at $U/t=50$ and 6050 at 100. Removing the $(t/U)^2$ correction gives $(4\times6049.5-5969.0)/3=6076$, in agreement with $C$.

The limit is approached slowly. At $U=3.5$ eV, or $U/t=8.75$, (9) predicts 47.4 meV, which is 73% above the computed 27.3 meV. The local slope $d\ln\mathcal D/d\ln U$ is $-3.95$, not $-5$.

## The test that Kohn's criterion requires

The same counting for a ring of $L$ sites gives $\mathcal D\propto t^L/U^{L-1}$. This suggests exponential decay with $L$, but the prefactor also depends on $L$, so the decay has to be computed. The basis for ten sites has $252^2=63\,504$ states. There the sum in (6) is replaced by a sparse linear solution of $(H-E_0)|x\rangle=J|0\rangle$, orthogonal to $|0\rangle$, followed by $\sum|J_n|^2/\Delta_n=\langle0|J|x\rangle$. On six sites at $U=3.5$ eV this route matched the flux curvature within $10^{-5}$ of $\mathcal D$.

Dividing by (8) at the same $L$ removes the free-electron size effect:

| $U$ (eV) | $L=4$ | $L=6$ | $L=8$ | $L=10$ |
|---|---|---|---|---|
| 0.8 | 0.913 | 0.869 | 0.830 | 0.795 |
| 1.6 | 0.672 | 0.490 | 0.346 | 0.238 |
| 3.5 | 0.203 | 0.0512 | 0.0121 | 0.0028 |

At 3.5 eV the unnormalized values for six and ten sites are 27.33 and 1.444 meV. If $\mathcal D\propto e^{-L/\xi}$, then $\xi=4/\ln(27.33/1.444)=1.36$ sites. Successive pairs of sizes give 1.39, 1.37 and 1.35, so the decay is close to exponential, with a small drift. The drift comes from a prefactor that grows slowly with $L$. The exact solution of the infinite chain gives $\xi=1.28$ sites, so 1.36 is an effective value for these sizes. The ring is several decay lengths long, and the data support insulation. At 0.8 eV the ratio falls so slowly that these sizes do not decide the matter: the exact decay length there is about 27 sites. No critical $U$ should be read from either table.

The choice of flux is essential. For four sites at $U=3.5$ eV, $\phi=\pi$ gives $+115$ meV, while $\phi=0$ gives $-125$ meV. The negative value means that zero flux is an energy maximum of that small ring. It is not a bulk property.

The filling also has a strong effect in this ring. Removing two of the six electrons at $U=3.5$ eV, and using $\phi=\pi$ to close the shell of two electrons per spin, gives 336 meV. This is 12 times the half-filled value, because empty sites let charge move without creating double occupation.

## A correlated-oxide chain

The values $t=0.4$ eV, $U=3.5$ eV and $a=0.39$ nm are rough one-band parameters for the copper-oxide chains in Sr$_2$CuO$_3$. With a cross-section $S=0.22$ nm$^2$ per chain, the bulk conductivity is $\sigma/S$. Equating its pole to $i\varepsilon_0\omega_p^2/\omega$ gives $(\hbar\omega_p)^2=e^2a\mathcal D/(\varepsilon_0S)$. The six-site values correspond to $\hbar\omega_p=4.14$ eV at $U=0$ and 0.94 eV at $U=3.5$ eV. The latter is a finite-size number and not a prediction for the crystal: ten sites already reduce $\mathcal D$ by a factor of 19.

Other omissions, at the strengths tried here, move the six-site value of 27.3 meV less. A stronger neighbour interaction matters more: $+0.8$ eV gives 58.5 meV and $+1.3$ eV gives 121 meV. The numbers quoted above for the chain assume no such interaction, so they hold for the material only to the extent that it is small.

- A neighbour interaction of $+0.4$ eV gives 38.5 meV, and one of $-0.4$ eV gives 20.5 meV.
- Second-neighbour hopping of $\pm0.04$ eV gives 27.7 meV for either sign. The map $c_j\to(-1)^jc_j^\dagger$ reverses the sign of this hopping and the flux while preserving the rest of the half-filled problem up to a constant.
- At 300 K, the Boltzmann average of the level curvatures over all spin states of six electrons gives 26.3 meV.

The parameters themselves matter at least as much. A value of $U$ 10% higher at fixed $t$ lowers $\mathcal D$ by about 30%, and a value of $t$ 10% higher at fixed $U$ raises it by about 60%.

Real switching devices can depart from half filling through dopants or oxygen defects. The twelvefold change above shows the direction, but it corresponds to one hole per three sites, a very heavy doping. Disorder, lattice motion, explicit oxygen orbitals and coupling between chains are not included, and their effects have not been computed.

A strong field can also excite charge across the gap. The six-site charge gap $E_0(7)+E_0(5)-2E_0(6)$, with the electron number in brackets and zero flux, is 2.40 eV. The exact gap of the infinite chain is 2.15 eV, so the six-site value is about 12% too high. A field that supplies this energy over one decay length is $2.40\ \text{V}/(1.36\times0.39\ \text{nm})=4.5$ V/nm, or 45 MV/cm. Only the order of magnitude has meaning: the infinite-chain gap and decay length give 43 MV/cm, and supplying the energy over two decay lengths halves the figure. It is a scale for strong charge excitation in the clean model, not a device threshold: real oxides normally break down or switch at lower fields, where heating and defects act. It is not the limit of linear response either. The zero-frequency response of a finite ring is linear only while the accumulated phase $\phi$ is small, however weak the field. Under slow driving at $U=3.5$ eV, the six-site current at $\phi=\pi/2$ is already only 0.64 of the linear value.

## Computed results

```
t = 0.4 eV, U = 3.5 eV, U/t = 8.75, a = 0.39 nm, area per chain = 0.22 nm^2
Basis states, six sites: 400
E0(phi=0.0) at U = 3.5 eV: -0.754260799 eV
E0(phi=0.1) at U = 3.5 eV: -0.754238040 eV
E0(phi=0.2) at U = 3.5 eV: -0.754169985 eV
Six sites: U (eV) | D (meV) | D/D(U=0) | <-K>/L (meV) | D share
  0.0 | 533.333 | 1.00000 | 533.33 | 1.00000
  0.4 | 517.536 | 0.97038 | 526.53 | 0.98292
  0.8 | 463.267 | 0.86863 | 505.28 | 0.91685
  1.6 | 261.127 | 0.48961 | 422.29 | 0.61836
  2.4 | 102.758 | 0.19267 | 329.42 | 0.31194
  3.5 | 27.332 | 0.05125 | 242.34 | 0.11279
  4.8 | 7.238 | 0.01357 | 182.58 | 0.03964
  6.4 | 1.953 | 0.00366 | 139.49 | 0.01400
Drude plasma energy: 4.136 eV at U=0, 0.936 eV at U=3.5 eV
d ln D / d ln U at U = 3.5 eV: -3.952
Large-U coefficient C from six hops: 6076.6631
D U^5/t^6 at U/t=50: 5969.0294, at 100: 6049.5228, extrapolated: 6076.3539
C t^6/U^5 at U = 3.5 eV: 47.390 meV
D (meV) and [D/D(U=0) at same L] for L = 4, 6, 8, 10:
  U=0.8 eV: 516.601 [0.91323], 463.267 [0.86863], 433.911 [0.83025], 411.845 [0.79542]
  U=1.6 eV: 379.919 [0.67161], 261.126 [0.48961], 180.880 [0.34610], 123.193 [0.23793]
  U=3.5 eV: 115.106 [0.20348], 27.333 [0.05125], 6.334 [0.01212], 1.444 [0.00279]
Decay length from L=6 and 10 at U = 3.5 eV: 1.360 sites
Four sites at zero flux, U = 3.5 eV: D = -125.153 meV
Six sites, four electrons (phi=pi), U = 3.5 eV: D = 336.34 meV, ratio to half filling 12.31
Neglected effects on D = 27.332 meV (six sites):
  neighbour V = +0.4 eV: D = 38.453 meV
  neighbour V = -0.4 eV: D = 20.467 meV
  second-neighbour hopping +0.04 eV: D = 27.665 meV
  second-neighbour hopping -0.04 eV: D = 27.665 meV
  temperature 300 K (kT = 25.85 meV): D = 26.326 meV
Six-site charge gap at zero flux: 2.398 eV
Field scale gap/(e * decay length): 45.2 MV/cm
```
